\section*{When the Griffith flaw size fails as a film cracking criterion}

\section*{The argument under review}

The argument concerns a low-permittivity dielectric film of thickness $h=0.50\,\mu\mathrm{m}$, bonded to a wafer and under a uniform tensile stress $\sigma=100$ MPa. Its toughness is $K_c=0.22\ \mathrm{MPa\,m^{1/2}}$. The argument computes the Griffith flaw size, obtains about $1.5\,\mu$m, and draws two conclusions. First, the film tolerates any flaw smaller than $1.5\,\mu$m. Second, since a flaw of that size cannot fit into the depth of the film, the film cannot crack, whatever lies beneath it.

The arithmetic is right. What has to be examined is whether the length so obtained describes a flaw in this film, and whether either conclusion follows from it. I take the film and its support as linear, isotropic and perfectly bonded, and write $E'=E/(1-\nu^2)$ for the plane-strain modulus of the film. The energy needed per unit area of new crack is $G_c=K_c^2/E'$. The available energy per unit area is $G$, and $K$ is defined by $G=K^2/E'$.

\section*{What the Griffith length assumes}

Consider a large free body under stress $\sigma$ with a straight through crack on $-a<y<a$. Let $\delta(y)$ be the opening. A change of opening along the crack acts as a distribution of edge dislocations of density $B=-d\delta/dy$. A single edge dislocation of strength $b$ at $t$ produces the normal stress $E'b/[4\pi(y-t)]$ on the crack plane. The crack faces are free, so the dislocations must cancel $\sigma$:
\begin{equation}
\frac{E'}{4\pi}\,\mathrm{P}\!\!\int_{-a}^{a}\frac{B(t)}{y-t}\,dt=-\sigma .
\label{eq:int}
\end{equation}
The solution that closes at both ends is
\begin{equation}
B(t)=\frac{4\sigma}{E'}\frac{t}{\sqrt{a^2-t^2}},\qquad
\delta(y)=\frac{4\sigma}{E'}\sqrt{a^2-y^2}.
\label{eq:open}
\end{equation}
To verify it, write $t/(t-y)=1+y/(t-y)$. The first term gives $\int dt/\sqrt{a^2-t^2}=\pi$. For the second, put $t=a\cos\theta$, $y=a\cos\varphi$, $w=\tan(\theta/2)$ and $p=\tan(\varphi/2)$. Apart from constant factors the integral becomes
\begin{equation}
\mathrm{P}\!\!\int_0^\infty\frac{dw}{p^2-w^2}
=\frac{1}{2p}\left[\ln\left|\frac{p+w}{p-w}\right|\right]_0^\infty=0 ,
\end{equation}
because the logarithm vanishes at both limits and its large values on the two sides of $w=p$ cancel. Hence $\mathrm{P}\!\int B\,dt/(t-y)=4\pi\sigma/E'$, which is Eq.~(\ref{eq:int}).

The energy released by the crack equals the work needed to close it again. During closure the traction on the faces rises linearly from zero to $\sigma$ while the opening falls from $\delta$ to zero, which gives the factor one half. Per unit thickness,
\begin{equation}
U=\frac12\int_{-a}^{a}\sigma\delta\,dy
=\frac12\,\sigma\,\frac{4\sigma}{E'}\,\frac{\pi a^2}{2}
=\frac{\pi\sigma^2a^2}{E'} .
\label{eq:U}
\end{equation}
The crack has two tips, so
\begin{equation}
G=\frac12\frac{dU}{da}=\frac{\pi\sigma^2a}{E'},\qquad K=\sigma\sqrt{\pi a}.
\label{eq:G}
\end{equation}
The net energy cost $2aG_c-U$ has its maximum where $G=G_c$, that is, at
\begin{equation}
a_G=\frac{K_c^2}{\pi\sigma^2}.
\label{eq:aG}
\end{equation}
A shorter crack costs energy to extend; a longer one gains energy by extending. For the film in question $K_c/\sigma=2.2\times10^{-3}\ \mathrm{m^{1/2}}$, whose square is $4.84\,\mu$m, and
\begin{equation}
a_G=\frac{4.84\,\mu\mathrm{m}}{\pi}=1.54\,\mu\mathrm{m}.
\end{equation}
This is a half-length: the critical crack is $3.08\,\mu$m long. The derivation also needs a body that is large compared with the crack and free to relax around it. A bonded film fails both conditions in its depth, and the second one in its plane.

\section*{A flaw running into the depth}

The flaw most naturally compared with $h$ is a surface crack of depth $a$. Suppose first that film and base have equal moduli, so that elastically the crack lies in a half-space. The depth is then the one length in the problem, and $K$ can differ from Eq.~(\ref{eq:G}) only by a pure number $F$:
\begin{equation}
K=F\sigma\sqrt{\pi a},\qquad G(a)=\frac{\pi F^2\sigma^2a}{E'} .
\label{eq:edge}
\end{equation}
Solving the dislocation equation with the additional stresses caused by the free surface gives $F=1.122$. The value one would hold if the surface carried the stresses that act across the mid-plane of the crack in the large body; a free surface lacks them. The critical depth is
\begin{equation}
a_e=\frac{a_G}{F^2}=\frac{1.54\,\mu\mathrm{m}}{1.122^2}=1.22\,\mu\mathrm{m}.
\end{equation}
This too exceeds the film thickness. The deepest flaw the film can hold has $a=h$ and
\begin{equation}
K=1.122\times100\ \mathrm{MPa}\times\sqrt{\pi\times0.50\times10^{-6}\,\mathrm{m}}
=0.141\ \mathrm{MPa\,m^{1/2}},
\end{equation}
below $K_c$. So a critical flaw of this kind does not exist in the film, and a tolerance of $1.5\,\mu$m in depth has no meaning. It remains open whether the film can crack in another way.

\section*{A crack running along the film}

A crack that already cuts the whole film can lengthen in the plane, as a channel. Let it be long, and let its front advance by $d\ell$. The region around the front merely moves along. The net change is that a length $d\ell$ of uncracked cross-section far ahead has been replaced by the same length of cracked cross-section far behind. With $z$ the depth coordinate and $\delta(z)$ the opening far behind the front, the closure argument gives the released energy $\tfrac12\,d\ell\int_0^h\sigma\delta\,dz$. The new crack area is $h\,d\ell$, hence
\begin{equation}
G_{ss}=\frac{1}{2h}\int_0^h\sigma\,\delta(z)\,dz=Z\,\frac{\sigma^2h}{E'} .
\label{eq:Z}
\end{equation}
The second form follows because $\delta$ is proportional to $\sigma/E'$ and, for a thick uniform base, $h$ is the one available length. The number $Z$ depends on the elastic contrast between film and support, and on thickness ratios if there are further layers. The length of the channel has dropped out. The long channel can run if $G_{ss}\ge G_c$, or
\begin{equation}
h\ge h_c=\frac{K_c^2}{Z\sigma^2}.
\label{eq:hc}
\end{equation}
This compares the film thickness, and not a flaw length, with a critical value. It presumes that the crack stops at the interface.

For equal moduli $Z$ follows from the surface crack. The cracked cross-section can be produced by deepening a cut from zero to $h$, which releases $\int_0^hG(a)\,da$ per unit length of channel. Dividing by $h$,
\begin{equation}
G_{ss}=\frac1h\int_0^h\frac{\pi F^2\sigma^2a}{E'}\,da
=\frac{\pi F^2}{2}\,\frac{\sigma^2h}{E'},
\qquad Z=\frac{\pi F^2}{2}.
\end{equation}
This gives $Z\approx1.98$. A finite-element solution for the opening of the cracked section, which does not use $F$, gives $Z=1.975$, in agreement. Inserting $Z$ into Eq.~(\ref{eq:hc}),
\begin{equation}
h_c=\frac{2K_c^2}{\pi F^2\sigma^2}=2a_e=2.45\,\mu\mathrm{m}.
\label{eq:two}
\end{equation}
For equal moduli, then, a film too thin to hold the critical depth is also too thin to channel, with a factor of two to spare. The second conclusion of the argument happens to hold here, but the reason is Eq.~(\ref{eq:two}) and not the absence of room for a flaw. Between $a_e$ and $2a_e$ the two criteria differ: a deep enough surface flaw can cut down to the base, yet a long channel that ends at the interface is not driven. In this range $K$ at the interface exceeds $K_c$, so the crack stops there only if the base is tougher than the film. If the base is unstressed and equally tough, the most strongly driven channel reaches a depth of about $1.2h$, its $Z$ is about $2.1$, and the factor of two falls to about $1.9$.

\section*{Can the flaw be long in the plane instead?}

The argument might be defended by saying that a through-thickness flaw can easily be $3.08\,\mu$m long in the plane, so that the Griffith length should be read in that direction. There, however, the base holds the film on both sides of the crack. A simple model shows the effect. Let the crack lie on $x=0$, $|y|<a$, and let $u(x,y)$ be the film displacement normal to it for $x>0$, with
\begin{equation}
\frac{\partial^2u}{\partial x^2}+\frac14\frac{\partial^2u}{\partial y^2}-\frac{u}{L^2}=0 .
\label{eq:lag}
\end{equation}
The last term represents the base pulling the film back, and the stress on $x=0$ is $E'\partial u/\partial x$. The model keeps one displacement component and is a sketch, not three-dimensional elasticity. Its two constants are fixed by the two known limits.

For a displacement $u\propto e^{-qx}\cos ky$ with $k>0$, Eq.~(\ref{eq:lag}) requires $q^2=k^2/4+1/L^2$. The opening is $\delta=2u$, so the stress it produces is $-E'q\delta/2$. For a crack much shorter than $L$ the base term is negligible, $q=k/2$, and the stress is $-E'k\delta/4$. The free body gives the same: for $\delta=\cos kt$ the density is $B=k\sin kt$, and since $\mathrm{P}\!\int_{-\infty}^{\infty}\sin(kt)\,dt/(y-t)=-\pi\cos ky$, the left side of Eq.~(\ref{eq:int}) becomes $-(E'/4)k\cos ky$. This is why the factor $1/4$ was chosen: short cracks obey Griffith.

For a crack much longer than $L$ the opening is uniform away from the tips. Then $k=0$, $q=1/L$, and cancelling $\sigma$ requires $u=\sigma L/E'$. Each tip releases
\begin{equation}
G=\frac12\sigma(2u)=\frac{\sigma^2L}{E'} ,
\end{equation}
which equals $G_{ss}$ of Eq.~(\ref{eq:Z}) if $L=Zh$. The driving force thus stops growing once the crack is long compared with $Zh$.

Numbers require $Z$ for the actual support. I take $E=8$ GPa and $\nu=0.25$ for the film, so $E'=8.53$ GPa, and $E=130$ GPa and $\nu=0.28$ for the wafer. The finite-element section gives $Z=1.12$, less than for equal moduli, because the stiff wafer restrains the opening. Hence $L=0.56\,\mu$m. Solving the model for several half-lengths gives:

\begin{center}
\begin{tabular}{ccc}
$a$ ($\mu$m) & $G$, free body (J/m$^2$) & $G$, bonded film (J/m$^2$)\\
0.10 & 0.37 & 0.32\\
0.50 & 1.84 & 0.64\\
1.54 & 5.67 & 0.66\\
5.00 & 18.41 & 0.66
\end{tabular}
\end{center}

The fracture energy is $G_c=K_c^2/E'=5.67\ \mathrm{J/m^2}$. At the Griffith half-length the free body reaches it, as it must. The bonded film receives $0.66\ \mathrm{J/m^2}$, and lengthening the flaw to $5\,\mu$m does not raise this value. On this wafer $1.54\,\mu$m is therefore not a critical size in the plane either. The first conclusion errs here on the cautious side: it would reject long flaws that the film can carry.

\section*{The thickness criterion applied}

On the wafer Eq.~(\ref{eq:Z}) gives
\begin{equation}
G_{ss}=\frac{1.12\,(10^{8}\,\mathrm{Pa})^2(0.50\times10^{-6}\,\mathrm{m})}{8.53\times10^{9}\,\mathrm{Pa}}
=0.66\ \mathrm{J/m^2}=0.116\,G_c ,
\end{equation}
and the critical thickness is $4.84\,\mu\mathrm{m}/1.12=4.32\,\mu$m. The film is safe from channelling in this model by a wide margin. At fixed thickness the stress at which it would channel is
\begin{equation}
\sigma_c=\frac{K_c}{\sqrt{Zh}}=294\ \mathrm{MPa}.
\end{equation}

Both limits are for a channel that cuts the whole film. Over a stiff wafer, a channel that ends just above the interface is driven about $2\%$ harder, which lowers the critical thickness by about $2\%$ and the channelling stress by about $1\%$. Neither limit covers a long surface scratch that grows deeper. On this wafer its $G(a)$ is largest at a depth of about $0.7h$, where it reaches about $1.6\,\sigma^2h/E'$, or $1.4$ times $G_{ss}$. A scratch of that depth starts to deepen if the film is thicker than about $3.0\,\mu$m at $100$ MPa, or if the stress in the $0.50\,\mu$m film exceeds about $246$ MPa.

The claim that the support does not matter fails when the support is soft. At $100$ MPa and $0.50\,\mu$m, channelling requires
\begin{equation}
Z\ge\frac{K_c^2}{\sigma^2h}=\frac{4.84}{0.50}=9.68 .
\end{equation}
Keep the film, its stress and the wafer, and insert a $2.0\,\mu$m layer with $E=0.05$ GPa and $\nu=0.40$. This is a deliberately soft layer, chosen to expose the logic. Its $Z$ is hard to compute sharply, because the result depends noticeably on how the crack tip is held at the interface. Pinning the tip in the finite-element section makes the film edge too stiff and gives $18.3$; releasing it makes the edge too compliant and gives $21.0$. With a coarser mesh at the tip the same two estimates are $17.3$ and $22.4$, so refinement draws them together. Even the lower one is $1.9$ times the required value. This margin is a continuum result. The tip elements of the two meshes are $10^{-5}h$ and $10^{-7}h$, far below an atomic spacing, and about a third of the energy is released in cutting the last half nanometre of the film. A channel that leaves an uncut ligament of $0.5$ nm has $Z\approx13$, and one that leaves $5$ nm has $Z\approx11$, which are $1.4$ and $1.1$ times the required value. That $Z$ exceeds the required value is therefore secure within the model; the size of the margin depends on what happens at the tip. The film can now channel, although its thickness, stress and toughness, and hence its Griffith length, are unchanged.

A starting flaw is still needed, and here the Griffith length recovers a meaning, as a rough lower estimate of the critical half-length in the plane. With $Z$ near 20, $L=Zh$ is about $10\,\mu$m, and a half-length of $1.54\,\mu$m lies between $0.15L$ and $0.17L$ for the two estimates of $Z$. In the model the ratio of $G$ to its free-body value depends on $a/L$ alone. The first row of the table, at $a/L=0.18$, gives $0.32/0.37$, or about $0.9$. In this sketch a through-thickness flaw of the Griffith length thus receives nearly $G_c$. The model has one displacement component and does not resolve how the layer holds the lower edge of the film, so the true value may be noticeably smaller and the critical flaw correspondingly longer. That a sufficiently long flaw will run does not depend on this estimate, because its $G$ tends to $G_{ss}$, which exceeds $G_c$. For a through-thickness flaw the dimension that counts is therefore the length in the plane. A long surface scratch is a second way to start. Since $G_{ss}$ is the average of $G(a)$ over the depth and exceeds $G_c$, $G(a)$ must exceed $G_c$ at some depth smaller than $h$. On this support a critical surface flaw therefore does fit into the film; its depth is about $0.6h$, or $0.30\,\mu$m. The in-plane model keeps the plane-strain modulus $E'$; a thin free sheet is in plane stress and has $E$ in its place, which for this film would raise $G$ by $7\%$.

The flaw picture can also return through higher stress. Setting $a_e=h$ gives
\begin{equation}
\sigma=\frac{K_c}{F\sqrt{\pi h}}=157\ \mathrm{MPa}
\end{equation}
for equal moduli; on the stiff wafer the corresponding stress is the $246$ MPa given above. Beyond it a critical surface flaw fits into the film. At $300$ MPa its depth is $0.136\,\mu$m, well inside, and the channel on the stiff wafer has $G_{ss}=1.04\,G_c$. Both questions then matter: the flaw depth decides whether a surface flaw starts to deepen, the thickness whether a long channel keeps running. The depth of $0.136\,\mu$m is for equal moduli. The stiff wafer restrains the opening and lowers $K$, so the critical depth on it is somewhat larger, about $0.16\,\mu$m.

\section*{Relation to real low-permittivity films}

The film parameters are rough values for a dense organosilicate glass. The stress of $100$ MPa is high for such films, and the fracture energy would be high for a porous one. The analysis also assumes dry, fast fracture, whereas moisture can let cracks grow slowly below $G_c$. If growth begins at a rough $0.40\,G_c$, the critical thickness for channelling on the wafer falls from $4.32$ to $1.73\,\mu$m, and the channelling stress of the $0.50\,\mu$m film from $294$ to $186$ MPa. Cooling matters less. With a rough expansion mismatch of 10 ppm/K and a film that contracts more than the wafer, going from 298 to 218 K adds $E\,\Delta\alpha\,\Delta T/(1-\nu)=8.5$ MPa and raises $G_{ss}/G_c$ from $0.116$ to $0.136$. A wafer $25\%$ softer changes $Z$ by $2\%$. For a rough film strength $\sigma_s=1$ GPa, the strip estimate $(\pi/8)(K_c/\sigma_s)^2$ puts the damaged zone at the tip at 19 nm, small compared with the film. Metal lines, corners and etched edges are outside this analysis. They make the stress non-uniform. Even a uniform rise in stress can use up the moist margin: a factor of $1.86$ lets a long channel run, and a factor of about $1.55$ is enough for a long surface scratch of depth near $0.7h$ to deepen.

\section*{Requested revision}

The tolerance of $1.5\,\mu$m should be withdrawn, and the claim that no long channel can run should rest on Eq.~(\ref{eq:hc}), with $Z$ stated for the actual layers and $K_c$ for the actual humidity. If long surface scratches are possible, the largest $G(a)$ over their possible depths must also stay below the fracture energy. If a flaw size is quoted, the text should say whether it is a depth or a length in the plane, and whether the film is free enough in that direction for Eq.~(\ref{eq:aG}) to apply.

\section*{Calculated quantities}
\begin{verbatim}
film stress: 100 MPa
toughness Kc: 0.22 MPa m^0.5
film thickness: 0.50 um
film Young modulus (rough): 8.0 GPa
film Poisson ratio (rough): 0.25
wafer Young modulus (rough): 130 GPa
wafer Poisson ratio (rough): 0.28
film plane-strain modulus E': 8.53 GPa
fracture energy Gc: 5.67 J/m2
centre-crack energy factor, numerical: 3.1416
Griffith half-length: 1.54 um
Griffith full length: 3.08 um
surface-crack factor F: 1.122
critical surface-flaw depth: 1.22 um
K of full-depth flaw, equal moduli: 0.141 MPa m^0.5
Z equal moduli, dislocations: 1.976
Z equal moduli, finite elements: 1.975
critical thickness, equal moduli: 2.45 um
critical thickness / surface-flaw depth: 2.00
Z on wafer: 1.120
channel G on wafer: 0.66 J/m2
channel G / Gc on wafer: 0.116
critical thickness on wafer: 4.32 um
channelling stress of this film on wafer: 294 MPa
shear-lag length Z h: 0.56 um
half-length 0.10 um: G free body 0.37, shear-lag film 0.32 J/m2
half-length 0.50 um: G free body 1.84, shear-lag film 0.64 J/m2
half-length 1.54 um: G free body 5.67, shear-lag film 0.66 J/m2
half-length 5.00 um: G free body 18.41, shear-lag film 0.66 J/m2
Z needed for channelling at 100 MPa: 9.68
soft underlayer modulus (chosen): 0.05 GPa
soft underlayer Poisson ratio (chosen): 0.40
soft underlayer thickness: 2.0 um
Z on soft underlayer, lower limit: 18.3
Z on soft underlayer, upper limit: 21.0
same lower limit, coarser tip mesh: 17.3
same upper limit, coarser tip mesh: 22.4
channel G / Gc on soft underlayer, at least: 1.9
stress where critical depth equals film: 157 MPa
higher stress: 300 MPa
critical surface depth at higher stress: 0.136 um
channel G / Gc at higher stress, wafer: 1.04
moist threshold / Gc (rough): 0.40
moist critical thickness on wafer: 1.73 um
moist channelling stress on wafer: 186 MPa
expansion mismatch (rough): 10 ppm/K
cooling from 298 K to 218 K: 80 K
added stress on cooling: 8.5 MPa
channel G / Gc after cooling: 0.136
Z change for 25% softer wafer: 2.0 %
film strength for process zone (rough): 1 GPa
process-zone length: 19 nm
\end{verbatim}
